# Solving the Pekar polaron on a radial grid, with virial error control: a program that tests the result

```python
"""
Strong-coupling (Pekar) polaron: the minimum over spherical orbitals of
    E = T - D/2,  T = (1/2) int |grad psi|^2,  D = int int rho rho' / |r - r'|
is E = -0.1085 alpha^2 hbar omega, with
    T : W : -eps : D = 1 : 2 : 3 : 4.
W = D/2 is the lattice energy, eps = T - D the orbital eigenvalue, -D the
electron-lattice interaction.  Working units: length a* = hbar^2 eps*/(m e^2),
energy H* = m e^4/(hbar^2 eps*^2) = 2 alpha^2 hbar omega,
where 1/eps* = 1/eps_inf - 1/eps_0.
Grid: r_i = i h, c_i = sqrt(h) r_i psi_i sqrt(4 pi), sum c_i^2 = 1.
Virial defect: Delta = D/2 - 2 T (zero for the continuum minimizer).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

TO_ALPHA = 2.0   # H* expressed in alpha^2 hbar omega


def potential(c, r):
    """Potential of the charge c^2 placed on spherical shells."""
    charge = c**2
    shell = charge / r
    outside = np.cumsum(shell[::-1])[::-1] - shell
    return np.cumsum(charge) / r + outside


def kinetic_and_coulomb(c, r, h):
    steps = np.diff(np.concatenate(([0.0], c, [0.0])))
    return 0.5 * np.sum(steps**2) / h**2, np.sum(c**2 * potential(c, r))


def solve_pekar(h, n_points, tol=1e-10, max_iter=300):
    """Plain self-consistent iteration, started from exp(-r)."""
    r = h * np.arange(1, n_points + 1)
    c = r * np.exp(-r)
    c /= np.linalg.norm(c)
    history = [kinetic_and_coulomb(c, r, h)]
    phi = potential(c, r)
    off_diagonal = np.full(n_points - 1, -0.5 / h**2)
    for _ in range(max_iter):
        values, vectors = eigh_tridiagonal(
            1.0 / h**2 - phi, off_diagonal, select="i", select_range=(0, 0))
        c = vectors[:, 0] / np.linalg.norm(vectors[:, 0])
        history.append(kinetic_and_coulomb(c, r, h))
        new_phi = potential(c, r)
        change = np.max(np.abs(new_phi - phi))
        phi = new_phi
        if change < tol:
            break
    else:
        raise RuntimeError("self-consistency not reached")
    T, D = history[-1]
    return {"r": r, "c": c, "T": T, "D": D, "E": T - D / 2,
            "eps": values[0], "Delta": D / 2 - 2 * T,
            "history": np.array(history)}


def points_for(radius, h):
    return int(round(radius / h)) - 1


# ---------- independent solution by outward integration ----------
def field_equations(r, y):
    S, dS, V, N = y     # S ~ psi, V = 2(eps + phi), N = enclosed norm
    return [dS, -2 * dS / r - V * S, -2 * N / r**2, 0.5 * r**2 * S**2]


def node(r, y):
    return y[0]


def upturn(r, y):
    return y[1]


node.terminal, node.direction = True, -1
upturn.terminal, upturn.direction = True, 1


def shoot(V0):
    r0 = 1e-3
    start = [1 - V0 * r0**2 / 6, -V0 * r0 / 3, V0 - r0**2 / 6, r0**3 / 6]
    sol = solve_ivp(field_equations, (r0, 80.0), start, method="DOP853",
                    rtol=1e-12, atol=1e-14, events=(node, upturn))
    return len(sol.t_events[0]) > 0, sol.t[-1], sol.y[:, -1]


low, high = 0.7, 1.1
assert not shoot(low)[0] and shoot(high)[0]
for _ in range(50):
    middle = 0.5 * (low + high)
    if shoot(middle)[0]:
        high = middle
    else:
        low = middle
_, r_end, y_end = shoot(low)
norm = y_end[3]
eps_shoot = (y_end[2] - 2 * norm / r_end) / (2 * norm**2)
E_shoot = eps_shoot / 3

# ---------- self-consistent solutions on four grids ----------
R_BOX = 40.0
spacings = [0.4, 0.2, 0.1, 0.05]
runs = [solve_pekar(h, points_for(R_BOX, h)) for h in spacings]
fine = runs[-1]

# known energies of the starting exponential: T = 1/2, D = 5/8
assert np.allclose(fine["history"][0], [0.5, 0.625], atol=1e-3)

# plain iteration never raises the energy
for run in runs:
    E_history = run["history"][:, 0] - run["history"][:, 1] / 2
    assert np.all(np.diff(E_history) < 1e-12)
    assert abs(run["eps"] - (run["T"] - run["D"])) < 1e-8

# energy error is quadratic, virial defect linear, in the orbital error
hist = runs[2]["history"]
E_n = hist[:, 0] - hist[:, 1] / 2
Delta_n = hist[:, 1] / 2 - 2 * hist[:, 0]
E_left = E_n - E_n[-1]
Delta_left = Delta_n - Delta_n[-1]
k_last = np.where(E_left > 1e-10)[0][-1]
rate_E = E_left[k_last] / E_left[k_last - 1]
rate_Delta = Delta_left[k_last] / Delta_left[k_last - 1]
assert abs(rate_E / rate_Delta**2 - 1) < 0.1

# grid virial theorem: Delta = h dE/dh at a fixed number of points
h_test, shift = 0.2, 1e-3
n_test = points_for(R_BOX, h_test)
E_plus = solve_pekar(h_test * (1 + shift), n_test)["E"]
E_minus = solve_pekar(h_test * (1 - shift), n_test)["E"]
slope = (E_plus - E_minus) / (2 * shift)
assert abs(slope / runs[1]["Delta"] - 1) < 1e-3

# error orders against the shooting solution
E_grid = np.array([run["E"] for run in runs])
E_corrected = np.array([run["E"] - run["Delta"] / 2 for run in runs])
order_raw = np.log2(abs((E_grid[0] - E_shoot) / (E_grid[1] - E_shoot)))
order_cor = np.log2(abs((E_corrected[0] - E_shoot)
                        / (E_corrected[1] - E_shoot)))
assert abs(order_raw - 2) < 0.1
assert abs(order_cor - 4) < 0.4
assert abs(E_corrected[-1] - E_shoot) < 1e-8
assert abs(fine["eps"] - eps_shoot) < 5e-5
assert abs(TO_ALPHA * E_shoot + 0.1085) < 5e-5

# lattice energy from the sum over phonon modes
k = np.linspace(0.0, 6.0, 301)
rho_k = np.sinc(np.outer(k, fine["r"]) / np.pi) @ fine["c"]**2
W_modes = np.trapezoid(rho_k**2, k) / np.pi if hasattr(np, "trapezoid") \
    else np.trapz(rho_k**2, k) / np.pi
assert abs(W_modes / (fine["D"] / 2) - 1) < 1e-4
ratios = np.array([fine["T"], W_modes, -fine["eps"], fine["D"]]) / fine["T"]
assert np.allclose(ratios, [1, 2, 3, 4], atol=2e-3)

# a Gaussian of optimal width passes the virial test with a wrong energy
width = 3 * np.sqrt(np.pi / 2)
gauss = fine["r"] * np.exp(-fine["r"]**2 / (2 * width**2))
gauss /= np.linalg.norm(gauss)
T_g, D_g = kinetic_and_coulomb(gauss, fine["r"], spacings[-1])
E_g = T_g - D_g / 2
assert abs(E_g + 1 / (6 * np.pi)) < 1e-5
assert abs(D_g / (4 * T_g) - 1) < 1e-3
assert E_g > E_shoot + 1e-3

# a small box: the defect reveals it, but the h^2 correction is wrong
R_SMALL = 12.0
small = solve_pekar(0.05, points_for(R_SMALL, 0.05))
small_corrected = small["E"] - small["Delta"] / 2
assert abs(small["Delta"]) > 10 * abs(fine["Delta"])
assert small_corrected > small["E"] > E_shoot
large = solve_pekar(0.1, points_for(50.0, 0.1))
assert abs(large["E"] - runs[2]["E"]) < 1e-10

r_mean = np.sum(fine["c"]**2 * fine["r"])
r_rms = np.sqrt(np.sum(fine["c"]**2 * fine["r"]**2))

# ---------- model crystal ----------
mass_ratio, eps_inf, eps_0, phonon_meV = 0.5, 2.0, 20.0, 5.0
inv_eps = 1 / eps_inf - 1 / eps_0
mass = mass_ratio * sc.m_e
phonon_J = phonon_meV * 1e-3 * sc.e
coupling = sc.e**2 / (4 * np.pi * sc.epsilon_0) * inv_eps
alpha = coupling / sc.hbar * np.sqrt(mass / (2 * phonon_J)) * 1.0
# hbar omega is phonon_J, so alpha is dimensionless as written
a_star = sc.hbar**2 / (mass * coupling) * 1e10
H_star = mass * coupling**2 / sc.hbar**2 / sc.e * 1e3
assert abs(H_star / (2 * alpha**2 * phonon_meV) - 1) < 1e-10

# ---------- output ----------
print("Energies in alpha^2 hbar omega (A) unless stated; lengths in a*")
print(f"Box radius: {R_BOX:.0f} a*; start orbital exp(-r/a*)")
print("Iteration history at h = 0.1 a*: n, E (A), D/(4T)")
for n in (0, 1, 2, 3, 5, 8, len(hist) - 1):
    if n < len(hist):
        print(f"  {n:3d}  {TO_ALPHA * E_n[n]:+.8f}"
              f"  {hist[n, 1] / (4 * hist[n, 0]):.6f}")
print(f"Late reduction per step, virial defect: {rate_Delta:.4f}")
print(f"Late reduction per step, energy error:  {rate_E:.4f}")
print("Grid table: h (a*), E (A), D/(4T)-1, E-Delta/2 (A)")
for h, run, e_cor in zip(spacings, runs, E_corrected):
    print(f"  {h:.2f}  {TO_ALPHA * run['E']:+.8f}"
          f"  {run['D'] / (4 * run['T']) - 1:+.3e}"
          f"  {TO_ALPHA * e_cor:+.9f}")
print(f"Shooting solution, E: {TO_ALPHA * E_shoot:+.9f} A")
print(f"Observed error order, E: {order_raw:.3f}")
print(f"Observed error order, E-Delta/2: {order_cor:.3f}")
print(f"h dE/dh at h = 0.2 a*: {TO_ALPHA * slope:+.6e} A")
print(f"Delta at h = 0.2 a*:   {TO_ALPHA * runs[1]['Delta']:+.6e} A")
print("Parts at h = 0.05 a*: value (A), ratio to T")
labels = ["kinetic T", "lattice W (mode sum)", "minus eigenvalue",
          "minus interaction D"]
for label, ratio in zip(labels, ratios):
    print(f"  {label:21s} {TO_ALPHA * ratio * fine['T']:.6f}  {ratio:.5f}")
print(f"Mean phonon number / alpha^2: {TO_ALPHA * W_modes:.5f}")
print(f"Mean radius: {r_mean:.4f} a*; rms radius: {r_rms:.4f} a*")
print(f"Gaussian width: {width:.4f} a*; E: {TO_ALPHA * E_g:+.6f} A")
print(f"Gaussian D/(4T)-1: {D_g / (4 * T_g) - 1:+.2e}")
print(f"Gaussian energy excess: {100 * (1 - E_g / E_shoot):.2f} %")
print(f"Small box {R_SMALL:.0f} a*, h = 0.05 a*: "
      f"E {TO_ALPHA * small['E']:+.6f} A")
print(f"Small box D/(4T)-1: {small['D'] / (4 * small['T']) - 1:+.3e}")
print(f"Small box E-Delta/2: {TO_ALPHA * small_corrected:+.6f} A")
print(f"Model: m = {mass_ratio} m_e, eps_inf = {eps_inf}, eps_0 = {eps_0}")
print(f"Model phonon energy: {phonon_meV:.1f} meV; 1/eps*: {inv_eps:.3f}")
print(f"Model alpha: {alpha:.3f}; a*: {a_star:.4f} angstrom")
print(f"Model H*: {H_star:.2f} meV")
print(f"Model polaron energy E: {E_shoot * H_star:.2f} meV")
print(f"Model E / (hbar omega): {E_shoot * H_star / phonon_meV:.2f}")
print(f"Model lattice energy W: {W_modes * H_star:.2f} meV")
print(f"Model eigenvalue: {eps_shoot * H_star:.2f} meV")
print(f"Model interaction -D: {-fine['D'] * H_star:.2f} meV")
print(f"Model rms radius: {r_rms * a_star:.2f} angstrom")
print("checks complete")
```

Output:

```
Energies in alpha^2 hbar omega (A) unless stated; lengths in a*
Box radius: 40 a*; start orbital exp(-r/a*)
Iteration history at h = 0.1 a*: n, E (A), D/(4T)
    0  +0.37043777  0.314009
    1  -0.05043219  0.578668
    2  -0.09518103  0.741913
    3  -0.10477487  0.844028
    5  -0.10816535  0.944362
    8  -0.10853123  0.988269
   41  -0.10854604  0.999694
Late reduction per step, virial defect: 0.5889
Late reduction per step, energy error:  0.3469
Grid table: h (a*), E (A), D/(4T)-1, E-Delta/2 (A)
  0.40  -0.10905305  -4.988e-03  -0.108503611
  0.20  -0.10864618  -1.230e-03  -0.108512252
  0.10  -0.10854604  -3.064e-04  -0.108512771
  0.05  -0.10852111  -7.652e-05  -0.108512803
Shooting solution, E: -0.108512805 A
Observed error order, E: 2.018
Observed error order, E-Delta/2: 4.055
h dE/dh at h = 0.2 a*: -2.678472e-04 A
Delta at h = 0.2 a*:   -2.678472e-04 A
Parts at h = 0.05 a*: value (A), ratio to T
  kinetic T             0.108538  1.00000
  lattice W (mode sum)  0.217055  1.99981
  minus eigenvalue      0.325580  2.99969
  minus interaction D   0.434118  3.99969
Mean phonon number / alpha^2: 0.21706
Mean radius: 4.1908 a*; rms radius: 4.6346 a*
Gaussian width: 3.7599 a*; E: -0.106110 A
Gaussian D/(4T)-1: +5.16e-05
Gaussian energy excess: 2.21 %
Small box 12 a*, h = 0.05 a*: E -0.107362 A
Small box D/(4T)-1: -4.512e-02
Small box E-Delta/2: -0.102038 A
Model: m = 0.5 m_e, eps_inf = 2.0, eps_0 = 20.0
Model phonon energy: 5.0 meV; 1/eps*: 0.450
Model alpha: 16.599; a*: 2.3519 angstrom
Model H*: 2755.15 meV
Model polaron energy E: -149.48 meV
Model E / (hbar omega): -29.90
Model lattice energy W: 299.01 meV
Model eigenvalue: -448.45 meV
Model interaction -D: -598.03 meV
Model rms radius: 10.90 angstrom
checks complete
```
